# Relativistic contraction of the tin 1s orbital and its outer shells

## Result

For one electron bound to a point nucleus of charge $Z$, the most probable radius of the 1s state is smaller in the Dirac theory than in the Schrödinger theory by the fraction

$$
\delta_{\rm peak}=1-\sqrt{1-x}=\frac{x}{2}+\frac{x^2}{8}+O(x^3),\qquad x=\left(\frac Zc\right)^2 .
$$

Hartree atomic units are used, so $c=137.036$. For tin, $Z=50$ and $Z/c=0.365$. The leading term gives 6.66 %, the first correction adds 0.22 %, and the full expression gives 6.89 %. The contraction is thus about 7 %, although the speed ratio $v/c=Z/c$ is 36 %.

The number depends on what is called the size. The mean radius contracts by two thirds as much, 4.60 %. The estimate also does not carry over to the outer shells, which matter for bonding and for absorption of extreme-ultraviolet light. They need a relativistic calculation of the whole atom.

## The orbit estimate

The nonrelativistic 1s wavefunction is $\psi\propto e^{-Zr}$. Its gradient is $-Z\psi\,\hat{\mathbf r}$, so

$$
\langle p^2\rangle=\int|\nabla\psi|^2\,d^3r=Z^2 .
$$

The electron mass is 1, so the rms speed is $v=Z$.

Now take a circular orbit with relativistic momentum $p=v/\sqrt{1-v^2/c^2}$. One unit of angular momentum requires $pr=1$. On a circle the momentum turns at the rate $v/r$, so the force law is $pv/r=Z/r^2$, or $pvr=Z$. Dividing this by $pr=1$ gives $v=Z$ again, and

$$
r=\frac1p=\frac{\sqrt{1-Z^2/c^2}}{Z}.
$$

The nonrelativistic radius is $1/Z$. The orbit therefore shrinks by the factor

$$
s=\sqrt{1-Z^2/c^2}=\sqrt{1-x},
$$

which is 0.9311 for tin. An orbit is not a quantum state, so the Dirac equation must decide which radius, if any, obeys this rule.

## The Dirac 1s state

Let $P$ and $Q$ be the large and small radial functions, normalized by $\int(P^2+Q^2)\,dr=1$, and let $\varepsilon$ be the energy without the rest energy $c^2$. For an $s_{1/2}$ state in the potential $-Z/r$ the radial equations are

$$
c\left(P'-\frac Pr\right)=\left(\varepsilon+2c^2+\frac Zr\right)Q,
$$

$$
c\left(Q'+\frac Qr\right)=-\left(\varepsilon+\frac Zr\right)P .
$$

Try $P=Ar^{s}e^{-\lambda r}$ and $Q=-qP$, with $s$, $\lambda$ and $q$ constants to be found. Then $P'=(s/r-\lambda)P$. Each equation must hold at every $r$, so the coefficients of $1/r$ and the constants match separately.

The first equation gives

$$
c(1-s)=qZ,\qquad c\lambda=q(\varepsilon+2c^2).
$$

The second gives

$$
qc(1+s)=Z,\qquad qc\lambda=-\varepsilon .
$$

Insert $q=c(1-s)/Z$ from the first pair into $qc(1+s)=Z$. The result is $c^2(1-s^2)=Z^2$, hence $s=\pm\sqrt{1-Z^2/c^2}$. For tin the negative root would make the density behave as $r^{-1.86}$ near the origin, which cannot be normalized. The positive root remains, and it is the orbit factor found above.

For the energy, eliminate $\lambda$ from the two constant conditions:

$$
\varepsilon=-q^2(\varepsilon+2c^2)\quad\Rightarrow\quad \varepsilon=-\frac{2c^2q^2}{1+q^2}.
$$

Since $Z^2=c^2(1-s)(1+s)$,

$$
q^2=\frac{c^2(1-s)^2}{Z^2}=\frac{1-s}{1+s},\qquad 1+q^2=\frac{2}{1+s},
$$

and therefore $\varepsilon=-c^2(1-s)$. Finally $\lambda=-\varepsilon/(qc)=c(1-s)/q=Z$. The exponential is the nonrelativistic one; the contraction comes from the changed power of $r$.

## Three radii

The radial density is

$$
D(r)=P^2+Q^2\propto r^{2s}e^{-2Zr}.
$$

Its maximum lies where $D'/D=2s/r-2Z=0$, so $r_{\rm peak}=s/Z$.

The averages follow from $\int_0^\infty r^{a}e^{-2Zr}dr=\Gamma(a+1)/(2Z)^{a+1}$ and $\Gamma(a+1)=a\Gamma(a)$:

$$
\langle r\rangle=\frac{\Gamma(2s+2)}{2Z\,\Gamma(2s+1)}=\frac{2s+1}{2Z},
$$

$$
\left\langle\frac1r\right\rangle=\frac{2Z\,\Gamma(2s)}{\Gamma(2s+1)}=\frac Zs .
$$

The nonrelativistic values are those at $s=1$: $1/Z$, $3/(2Z)$ and $Z$. The peak radius and the harmonic radius $1/\langle1/r\rangle$ both shrink by the factor $s$. The mean radius contracts by

$$
\delta_{\rm mean}=1-\frac{2s+1}{3}=\frac23(1-s).
$$

The mean radius exceeds the peak radius by $1/(2Z)$ in both theories. Both radii therefore shrink by the same length, $(1-s)/Z$, which is a smaller fraction of the larger mean radius.

For tin, the peak moves from 1.058 to 0.985 pm and the mean radius from 1.588 to 1.515 pm. Numerical diagonalization of the two wave equations gives contractions of 6.89 % for the peak and harmonic radii and 4.60 % for the mean, in agreement with the formulas.

## Expansion and first correction

For $x<1$ the binomial series is

$$
s=(1-x)^{1/2}=1-\frac x2-\frac{x^2}{8}-\frac{x^3}{16}-\dots
$$

Hence

$$
\delta_{\rm peak}=\frac x2\left(1+\frac x4+\dots\right),\qquad
\delta_{\rm mean}=\frac x3\left(1+\frac x4+\dots\right).
$$

The first correction is the fraction $x/4$ of the leading term. With $x=0.1331$ this is 3.3 %, so the leading term is already good for tin. In numbers,

$$
\delta_{\rm peak}\approx 0.0666+\frac{(0.0666)^2}{2}=0.0666+0.0022=0.0688 .
$$

The next term, $x^3/16=0.00015$, accounts for most of the remaining difference from 0.0689. For the mean radius, two terms give $0.0444+0.0015=0.0459$, against 0.0460.

The same series gives the energy, with $c^2x=Z^2$:

$$
\varepsilon=-c^2(1-s)=-\frac{Z^2}{2}\left(1+\frac x4+\frac{x^2}{8}+\dots\right).
$$

The three terms are $-1250$, $-41.6$ and $-2.8$ hartree. Their sum, $-1294.4$, is close to the full value $-1294.6$ hartree.

In the opposite limit, $Z\to c$, a few terms of the series no longer suffice. At $x=1$ the first two terms give $\delta_{\rm peak}=5/8$, while the closed form gives 1: the peak reaches the nucleus. The mean radius stays finite there, with $\delta_{\rm mean}=2/3$. The point nucleus is then no longer an acceptable model. For tin it is harmless: a uniformly charged sphere of rough radius 5.9 fm raises the 1s energy by 1.9 eV and enlarges the mean radius by 0.006 %.

## The whole tin atom

In the neutral atom the other electrons screen the nucleus. The following values come from a spherical, self-consistent calculation with exchange-only LDA, for the configuration [Kr]4d¹⁰5s²5p² averaged over the open shell. The Schrödinger and Dirac versions use the same exchange functional. The 4d and 5p entries are averages over the spin-orbit pair with weights $2j+1$. A negative contraction is an expansion. The small 5p entry is a cancellation: $5p_{1/2}$ contracts by about 3.9 % and $5p_{3/2}$ expands by about 1.5 %.

| Shell | Contraction of mean radius (%) | Shift of orbital energy (eV) |
|---|---:|---:|
| 1s | 4.50 | −1021 |
| 4d | −1.01 | +1.44 |
| 5s | 4.04 | −0.74 |
| 5p | 0.35 | +0.05 |

Screening hardly affects the 1s result: its peak radius contracts by 6.80 %, against 6.89 % in the one-electron ion.

The outer shells do not follow the simple rule. For 5s the hydrogenic speed is $v=Z/n=10$, even with the full nuclear charge. The orbit formula would then give

$$
1-\sqrt{1-(10/137.036)^2}=0.27\ \% .
$$

The calculated contraction is about fifteen times larger. Most of this factor appears without any other electrons. An orbit with $n$ units of angular momentum describes a circular state, not an s state, and the mean radius of the Dirac 5s state in the one-electron ion already contracts by 2.5 %. An average speed conceals where the fast motion occurs. In the nonrelativistic 5s orbital, 0.10 % of the charge lies within 0.1 bohr of the nucleus, but 31.5 % of $\langle p^2\rangle=\int|\nabla\psi|^2d^3r$ arises there. The share depends on how the integrand is written; the form $-\psi\nabla^2\psi$ gives about 39 %. The leading relativistic correction to the kinetic energy, $-p^4/(8c^2)$, gives fast motion still more weight. For this s orbital the Darwin term at the nucleus has the opposite sign and cancels more than half of that energy.

Two effects compete. The direct effect is found by holding the nonrelativistic potential fixed and changing the wave equation to Dirac's. The indirect effect is found by keeping the Schrödinger equation and inserting the relativistic self-consistent potential.

- For 5s, the direct effect changes the radius by −5.9 % and the indirect effect by +2.1 %.
- For 4d, the direct effect changes the radius by −1.4 % and the energy by −1.11 eV. The indirect effect changes them by +2.5 % and +2.48 eV.

The two parts do not add up precisely to the full change, because each is measured from the nonrelativistic atom. They do show why 4d expands and rises: the changed potential outweighs the direct effect. Contracted inner shells screen the nucleus more strongly, but they are not the only cause. The 5s charge also moves inward, where it repels the 4d electrons more and raises their energy. The calculation does not divide the potential change among shells. Nor does the direct 5s effect isolate orthogonality to the contracted 1s orbital. The 1s contraction is thus a sign that relativity matters in tin, and not a measure of its effect on valence electrons.

## Tin in an extreme-ultraviolet resist

A photon of wavelength 13.5 nm carries 91.8 eV. It cannot remove a 1s electron, whose orbital energy is about −29 keV, but it can remove a 4d electron. The 4d removal energy is estimated from the orbital energy with half an electron taken out of the shell. The resulting photoelectron energies are

$$
91.84-32.70=59.14\ {\rm eV}\quad\text{(Schrödinger)},
$$

$$
91.84-31.17=60.67\ {\rm eV}\quad\text{(Dirac)}.
$$

Relativity raises the estimate by 1.5 eV. A real tin-oxo resist contains Sn(IV) bonded to oxygen and often to carbon, not free neutral atoms. Bonding and the response of the surrounding solid can shift the 4d level by roughly an electronvolt or more, as much as the relativistic correction itself. The absolute values above are therefore not predictions for a film.

The choice of exchange potential matters less for the relativistic changes. Making it 1.5 times stronger alters the 4d orbital shift from 1.44 to 1.63 eV and the 5s contraction from 4.0 to 3.9 %. Correlation is omitted, and the self-interaction error of LDA remains.

For the innermost shell, two further omissions can be sized. Magnetic coupling between the two 1s electrons has the scale $(Z/c)^2$ times their Coulomb repulsion $5Z/8$, or 113 eV. Its leading-order value for hydrogenic orbitals is smaller, $Z^3/(4c^2)$ or 45 eV. The QED scale $(Z/c)^4c/\pi$ is 21 eV. The 45 eV is about 0.16 % of the 1s orbital energy, and the QED scale, an order of magnitude only, is about 0.07 %.

These results indicate what a core treatment for tin must do. Removing the 5s and 5p electrons to form Sn⁴⁺ changes the 1s mean radius by only −0.0006 %, so the 1s shell can be frozen in chemical calculations. The frozen core should come from a relativistic atom, and the valence electrons must also feel the direct effect, for example through a relativistic effective core potential. For absorption at 92 eV the 4d shell must remain active. The $4p_{3/2}$ threshold lies close to the photon energy, about 93 eV by the same half-electron estimate, so shifts in a film can decide whether it opens, and freezing 4p is not shown to be safe. A treatment that leaves out spin-orbit coupling also loses the calculated spin-orbit splittings, 1.05 eV for 4d and 0.44 eV for 5p. The numerical output lists the remaining values.

## Numbers as computed

```
Z = 50, c = 137.036 a.u., Z/c = 0.3649
s = 0.9311, Lorentz factor 1/s = 1.0740
Contraction 1-s = 6.89 %
Small-Z/c form (Z/c)^2/2 = 6.66 %
Ion 1s rms momentum, nonrel = 50.000 a.u.
Ion 1s peak radius: nonrel 1.0584, Dirac 0.9854 pm
Ion 1s mean radius: nonrel 1.5875, Dirac 1.5146 pm
Ion 1s contraction: peak 6.89, harmonic 6.89, mean 4.60 %
Ion 1s energy: nonrel -1250.00, Dirac -1294.63 hartree
Largest relative error of 15 Dirac levels = 9.0e-06
Same with exponent ratio 2 = 8.1e-05 (kappa -3, n 5)
Mg level difference from pyscf = 3.0e-06 hartree
Atom 1s contraction: peak 6.80, harmonic 6.80 %
Atom 1s mean radius: nonrel 1.611, Dirac 1.539 pm; contraction 4.50 %
Atom 1s orbital energy: nonrel -27936.99, Dirac -28958.42 eV; shift -1021.43 eV
Atom 4d mean radius: nonrel 57.833, Dirac 58.419 pm; contraction -1.01 %
Atom 4d orbital energy: nonrel -25.97, Dirac -24.53 eV; shift 1.44 eV
Atom 5s mean radius: nonrel 132.432, Dirac 127.088 pm; contraction 4.04 %
Atom 5s orbital energy: nonrel -9.00, Dirac -9.74 eV; shift -0.74 eV
Atom 5p mean radius: nonrel 176.490, Dirac 175.878 pm; contraction 0.35 %
Atom 5p orbital energy: nonrel -3.00, Dirac -2.95 eV; shift 0.05 eV
Naive 5s contraction from v=Z/5: 0.27 %
5s inside 0.1 bohr: 0.10 % of charge, 31.5 % of squared momentum
5s direct effect: radius -5.94 %, energy -1.43 eV
5s indirect effect: radius +2.11 %, energy +0.61 eV
4d direct effect: radius -1.39 %, energy -1.11 eV
4d indirect effect: radius +2.46 %, energy +2.48 eV
4d spin-orbit splitting = 1.05 eV
5p spin-orbit splitting = 0.44 eV
13.5 nm photon energy = 91.84 eV
4d removal energy: nonrel 32.70, Dirac 31.17 eV
4d photoelectron energy: nonrel 59.14, Dirac 60.67 eV
Nuclear sphere radius (rough) = 5.9 fm
Finite nucleus, ion 1s: energy +1.89 eV, mean radius +0.0057 %
Sn to Sn4+, 1s mean radius change = -0.0006 %
Exchange x1.5, 5s: contraction 3.87 %, shift -0.86 eV
Exchange x1.5, 4d: contraction -0.92 %, shift 1.63 eV
Magnetic 1s-1s coupling scale = 113 eV
QED 1s energy scale = 21 eV
```
